# Does Cattaneo's equation give temperature waves in any solid?

## Question

Fourier's law $q=-\kappa\,\partial_x T$ lets a heat pulse be felt everywhere at once. Cattaneo's equation

$$\tau\,\partial_t q+q=-\kappa\,\partial_x T$$

removes this, because the heat flux needs a time $\tau$ to respond. Together with energy conservation it gives a damped wave equation for the temperature.

Suppose I have an insulating crystal and know its heat capacity, sound speed and thermal conductivity, from which I extract a phonon relaxation time $\tau$. May I conclude that temperature disturbances faster than $1/\tau$ travel as damped waves? The argument seems to use nothing specific to the crystal.

## Answer

No. In the model below, the relaxation time you extract is that of the heat flux. Whether a wave exists also depends on a second time, which, in the model below, the conductivity does not contain. To see this, start one level below Cattaneo's equation, with the phonons themselves.

### The model

Take an isotropic solid in which all phonons have the same speed $v$, with relaxation rates independent of frequency and direction. I set $\hbar=1$, so rates are energies; numbers below are in eV and Å. Heat flows along $x$, and $\mu$ is the cosine of the angle between a phonon's flight and $x$. Let $e(\mu,x,t)$ be the excess energy density per direction, with

$$\langle f\rangle=\tfrac12\int_{-1}^{1}f\,d\mu,\qquad e_0=\langle e\rangle,\qquad e_1=\langle\mu e\rangle .$$

Then $e_0=C\,\delta T$ is the excess energy density, with $C$ the heat capacity per volume, and $q=ve_1$ is the heat flux.

There are two kinds of collision:

- Resistive collisions, at rate $\gamma_R=1/\tau_R$, conserve energy only. They drive $e$ towards the isotropic value $e_0$.
- Normal collisions, at rate $\gamma_N=1/\tau_N$, also conserve crystal momentum. They drive $e$ towards a drifting distribution, which for small drift has the form $a+b\mu$. A phonon of energy $\varepsilon$ has momentum $\varepsilon/v$, so the momentum density is $e_1/v$. Equal energy requires $a=e_0$. Equal momentum requires $\langle\mu(a+b\mu)\rangle=b/3=e_1$, so $b=3e_1$.

The kinetic equation is therefore

$$\partial_t e+v\mu\,\partial_x e=-\gamma_R(e-e_0)-\gamma_N(e-e_0-3\mu e_1).\tag{1}$$

### Where Cattaneo's equation comes from

Average (1) over directions. Both collision terms vanish, since both conserve energy:

$$\partial_t e_0+v\,\partial_x e_1=0.\tag{2}$$

Now multiply (1) by $\mu$ and average. The resistive term gives $-\gamma_R e_1$. The normal term gives $-\gamma_N(e_1-3\cdot\tfrac13e_1)=0$. Hence

$$\partial_t e_1+v\,\partial_x\langle\mu^2e\rangle=-\gamma_R e_1.\tag{3}$$

Both equations are exact within the model, but (3) contains a new unknown. If one sets $\langle\mu^2e\rangle=e_0/3$, multiplication by $v/\gamma_R$ gives

$$\tau_R\,\partial_t q+q=-\frac{v^2}{3\gamma_R}\,\partial_x e_0=-\kappa\,\partial_xT,\qquad \kappa=\frac{Cv^2}{3\gamma_R}.$$

This is Cattaneo's equation with $\tau=\tau_R$. The closure would hold identically if phonons flew only along $\mu=\pm1/\sqrt3$. The sharp front at speed $v/\sqrt3$ belongs to that picture; real phonons fly in all directions, some of them along $x$ at the full speed $v$.

In a steady uniform gradient the closure is exact. Try $e=e_0(x)+b\mu$ with constant $b$ and constant slope $e_0'$. Here $e_1=b/3$, so the normal term in (1) vanishes and $v\mu e_0'=-\gamma_Rb\mu$. Thus $b=-ve_0'/\gamma_R$ and $q=vb/3=-v^2e_0'/(3\gamma_R)$. The conductivity contains $\gamma_R$ but not $\gamma_N$. Two solids with the same $C$, $v$ and $\gamma_R$ have the same Cattaneo equation, whatever their normal scattering.

### What the closure leaves out

Define the neglected anisotropy $P=\langle(\mu^2-\tfrac13)e\rangle$, so that $\langle\mu^2e\rangle=e_0/3+P$. Multiply (1) by $\mu^2-\tfrac13$ and average. The parts with $e_0$ and $3\mu e_1$ drop out, because $\langle\mu^2-\tfrac13\rangle=0$ and odd powers of $\mu$ average to zero:

$$\partial_tP+v\,\partial_x\langle\mu(\mu^2-\tfrac13)e\rangle=-\gamma P,\qquad \gamma=\gamma_R+\gamma_N.$$

The anisotropy decays by both kinds of collision, the flux by resistive ones alone. If the fields vary little during $1/\gamma$ and over $v/\gamma$, we may drop $\partial_tP$ and use $e\approx e_0+3\mu e_1$ in the streaming term. With $\langle\mu^4\rangle=\tfrac15$ and $\langle\mu^2\rangle=\tfrac13$,

$$\langle\mu(\mu^2-\tfrac13)\,3\mu e_1\rangle=3\left(\tfrac15-\tfrac19\right)e_1=\tfrac{4}{15}e_1,
\qquad P\approx-\frac{4v}{15\gamma}\,\partial_xe_1.\tag{4}$$

This is a viscosity of the phonon gas. Now insert a mode $e^{ikx+\lambda t}$ with real $k>0$. Equation (2) gives $e_1=i\lambda e_0/(vk)$. In (3), the term $v\,\partial_xP$ becomes $+\frac{4v^2k^2}{15\gamma}e_1$, since $(ik)^2=-k^2$. So

$$\left(\lambda+\gamma_R+\frac{4v^2k^2}{15\gamma}\right)\frac{i\lambda}{vk}e_0=-\frac{ivk}{3}e_0,$$

and multiplication by $vk/i$ yields

$$\lambda^2+\lambda\left(\gamma_R+\frac{4v^2k^2}{15\gamma}\right)+\frac{v^2k^2}{3}=0.\tag{5}$$

Cattaneo's equation lacks the second term in the bracket.

### The frequency window

By a temperature wave I mean an isolated decay mode at real $k$ that oscillates: $\lambda=-\Gamma\pm i\omega$ with $\omega>0$. The restriction to real $k$ matters. Under a heater driven at real frequency, even Fourier's law with diffusivity $D$ gives $k^2=i\omega/D$, hence $k=(1+i)\sqrt{\omega/2D}$, which oscillates in space without any wave mode being present.

From (5), $\Gamma$ is half the bracket and $\omega^2=v^2k^2/3-\Gamma^2$. For weak damping $v^2k^2\approx3\omega^2$, and for $\gamma_N\gg\gamma_R$ we have $\gamma\approx\gamma_N$. Then

$$\frac{\Gamma}{\omega}\approx\frac{\gamma_R}{2\omega}+\frac{2}{5}\,\frac{\omega}{\gamma_N}.\tag{6}$$

The first term is loss of momentum to the lattice, the second is viscosity. Both are small if

$$\frac1{\tau_R}\ll\omega\ll\frac1{\tau_N}.$$

Setting the derivative of (6) to zero, $-\gamma_R/(2\omega^2)+2/(5\gamma_N)=0$, gives the best frequency and the least damping:

$$\omega_*=\sqrt{\tfrac54\gamma_R\gamma_N},\qquad \left(\frac{\Gamma}{\omega}\right)_{\min}\approx2\sqrt{\frac{\gamma_R}{5\gamma_N}}.$$

Keeping $\gamma$ in place of $\gamma_N$ in (6) gives the minimum $2\sqrt{\gamma_R/(5\gamma)}$, which is small only if $\gamma_R\ll\gamma_R+\gamma_N$. For a weakly damped wave a long $\tau_R$ is therefore not enough; it must be long compared with $\tau_N$. A strongly damped oscillating mode at comparable rates is not excluded by this argument. Inside the window the wave is second sound, with speed close to $v/\sqrt3$.

### Resistive scattering alone

For $\gamma_N=0$, Cattaneo's equation predicts oscillation once $vk$ is comparable with $\gamma_R$. But then $\gamma=\gamma_R$, and (4) fails just there. Equation (1) must be solved without it.

Put $K=vk/\gamma_R$, $p=\lambda/\gamma_R$ and $z=1+p$. Equation (1) becomes $(z+iK\mu)e=e_0$. If $z+iK\mu$ vanishes for some $\mu$, then $\mathrm{Re}\,z=0$ and $|\mathrm{Im}\,z|\le K$. These values form a continuum: phonons of one direction flying freely until they collide. An isolated mode lies elsewhere, so we may divide by the bracket. It has $e_0\neq0$, since otherwise $e=0$. Averaging gives

$$1=\left\langle\frac1{z+iK\mu}\right\rangle .$$

Write $z=a+ib$ with real $a$, $b$. The real and imaginary parts are

$$1=\left\langle\frac{a}{a^2+(b+K\mu)^2}\right\rangle,\qquad
0=\left\langle\frac{b+K\mu}{a^2+(b+K\mu)^2}\right\rangle=\frac1{4K}\ln\frac{a^2+(b+K)^2}{a^2+(b-K)^2}.$$

The first requires $a>0$. The second requires $(b+K)^2=(b-K)^2$, so $b=0$ and the mode cannot oscillate. With $b=0$ the first integral is elementary:

$$1=\frac1K\arctan\frac Ka\quad\Rightarrow\quad a=K\cot K,\qquad \lambda=\gamma_R\,(K\cot K-1).\tag{7}$$

Because the arctangent of a positive number lies below $\pi/2$, this solution exists only for $K<\pi/2$. So purely resistive scattering gives one non-oscillating mode up to $K=\pi/2$, and beyond that no isolated mode. Heat transport passes from diffusion to free flight without a wave regime between them.

Cattaneo's equation reads $p^2+p+K^2/3=0$ here, and its roots become complex when $1-4K^2/3<0$, that is for $K>\sqrt3/2\approx0.866$. At $K=1$ the values of $p$ are:

- exact: $-0.358$
- Fourier: $-0.333$
- Cattaneo: $-0.500\pm0.289\,i$

Even the first correction to Fourier's law comes out wrong. For small $K$, $\cot K=1/K-K/3-K^3/45-\dots$, so the exact rate is

$$p=-\frac{K^2}{3}-\frac{K^4}{45}-\dots$$

Cattaneo's slow root follows from $p=-K^2/3-p^2\approx-K^2/3-K^4/9$, and Fourier's law stops at $-K^2/3$. Taking the error as the approximate minus the exact value of $p$, Fourier's error is $+K^4/45$ and Cattaneo's is $-K^4/9+K^4/45=-4K^4/45$. It is four times larger and of opposite sign. At $K=0.1$ the computed errors are $2.22\times10^{-6}$ and $-8.96\times10^{-6}$. The viscous term of (5) adds $-\frac{4}{15}K^2p\approx+\frac{4}{45}K^4$, which restores the exact coefficient. In a purely resistive solid the inertia of the flux and the viscosity enter the decay rate at the same order, so keeping one without the other gives that correction wrongly. This concerns the rate only. The delayed onset of the flux after an isotropic start is captured by Cattaneo's equation and missed by Fourier's law, as (8) below shows.

### Two signals that can mislead

**A sign change.** Prepare a periodic temperature grating with $K\gg1$. Before collisions matter, each direction acquires the phase $e^{-ikv\mu t}$, and the average is

$$\langle e^{-ikv\mu t}\rangle=\frac{\sin kvt}{kvt},$$

which does change sign. For $K=200$ at $kvt=4.4934$, the solution of (1) is $-0.2135$ of the initial amplitude. Free flight, including the factor $e^{-\gamma_Rt}$ for phonons not yet scattered, gives $-0.2124$. This is dephasing of independent flights, not a mode.

**The width of a heat pulse.** Let a pulse of unit energy start isotropic, centred at $x=0$, with mean-square width $w^2$. Let $M=\int x^2e_0\,dx$ and $J=\int xe_1\,dx$. Integrating (2) and (3) by parts gives

$$\dot M=2vJ,\qquad \dot J=v\int\langle\mu^2e\rangle\,dx-\gamma_RJ.$$

The integral $S=\int\langle\mu^2e\rangle dx$ obeys $\dot S=-\gamma(S-\tfrac13)$, from (1) multiplied by $\mu^2$. It starts at $\tfrac13$ and stays there. With $J(0)=0$ we get $J=\frac{v}{3\gamma_R}(1-e^{-\gamma_Rt})$, and one more integration gives

$$M=w^2+\frac{2v^2}{3\gamma_R^2}\left(\gamma_Rt-1+e^{-\gamma_Rt}\right).\tag{8}$$

The rate $\gamma_N$ is absent, and Cattaneo's closure gives the same $S$. Agreement of a measured mean-square width with Cattaneo's equation therefore says nothing about waves.

For a planar pulse that starts isotropic, the shape does distinguish the cases. With resistive scattering alone, a flight of duration $s$ in a random direction spreads energy uniformly over $-vs<x<vs$, because $\mu$ is uniformly distributed. Convolving a symmetric profile $h$, which does not rise away from its centre, with a box of half-width $L$ gives a profile $g$ with

$$g'(x)=\frac{h(x+L)-h(x-L)}{2L}\le0\quad(x>0),$$

since $x+L$ is farther from the centre than $x-L$. Successive flights repeat this operation, and averaging over their durations preserves the property. If the initial pulse has this shape, its maximum stays at the centre and no travelling peak forms. The argument needs both the planar geometry and the isotropic start. With resistive scattering alone and the pulse parameters of the next section, a point source has its maximum density near $r=0.9\,vt$, and a planar start with $e\propto|\mu|$, as from an emitting surface, has its maximum at $0.6$ to $0.7\,vt$. In such geometries a travelling peak can come from free flight.

### Two solids with one Cattaneo equation

Take round model parameters: $\hbar v=0.03$ eV Å and $\gamma_R=10^{-7}$ eV in both solids. The normal solid has $\gamma_N=10^{-5}$ eV, the resistive solid $\gamma_N=0$. For the normal solid,

$$\omega_*=\sqrt{1.25\times10^{-7}\times10^{-5}}\ \text{eV}=1.118\times10^{-6}\ \text{eV},$$

or $\omega_*/2\pi=0.27$ GHz, and $(\Gamma/\omega)_{\min}\approx2\sqrt{0.01/5}=0.089$. A scan of the modes of (1), diagonalized on a grid of directions, also gives $0.089$, at a frequency 3% higher. The speed $v/\sqrt3$ is about 2630 m/s.

The corresponding wave number is $k=\sqrt3\,\omega_*/v=6.455\times10^{-5}$ Å$^{-1}$, so $vk=1.936\times10^{-6}$ eV. Equation (5) predicts

$$\Gamma=\tfrac12\left[10^{-7}+\frac{4(1.936\times10^{-6})^2}{15\times1.01\times10^{-5}}\right]\text{eV}=9.95\times10^{-8}\ \text{eV},$$

and diagonalization gives $9.94\times10^{-8}$ eV. Cattaneo's equation has nearly the right frequency but a damping of $5.0\times10^{-8}$ eV, half the true value, because the viscous half is missing. In the resistive solid the same wave number means $K=19.4$, far above $\pi/2$, and there is no mode. Cattaneo's equation predicts the same wave for both.

The ends of the window are gradual. In the normal solid $\Gamma/\omega$ is 0.58 where $vk/\sqrt3=\gamma_R$ and 0.23 where $vk/\sqrt3=\gamma_N$. At $vk/\sqrt3=0.1\gamma_R$ the modes no longer oscillate, and at $vk=20\gamma$ no isolated mode is found.

Now start a Gaussian pulse with $w=30\,000$ Å in each solid and look when $vt=200\,000$ Å. Then $\gamma_Rt=10^{-7}\times200\,000/0.03=0.667$ and $vt/\sqrt3=115\,470$ Å. The energy densities per unit pulse energy, in $10^{-6}$ Å$^{-1}$, are:

| | $x=0$ | $x=115\,500$ Å | maximum at |
|---|---|---|---|
| normal | 1.26 | 5.00 | 111 000 Å |
| resistive | 3.06 | 2.45 | 0 |
| Cattaneo | 1.24 | 5.37 | 112 500 Å |

Both travelling peaks lie slightly behind $vt/\sqrt3$. The root-mean-square difference from Cattaneo's profile, relative to that profile's own root-mean-square value, is 6% for the normal solid and 54% for the resistive one. Yet all three profiles have the same root-mean-square width, 108 190 Å, as (8) requires.

### What this means for your crystal

Within this model your conductivity fixes $\tau_R$. To expect a weakly damped wave in it you also need evidence that $\tau_N\ll\tau_R$, and a disturbance whose frequency lies between the two rates. If normal scattering is weak, use Fourier's law for $vk\ll\gamma_R$ and $t\gg\tau_R$, and the kinetic equation otherwise. The second condition matters: Fourier's law gives $M=w^2+2v^2t/(3\gamma_R)$, whose growth is 3.7 times that of (8) at $\gamma_Rt=0.667$.

These results hold for one phonon speed, constant rates and resistive collisions that send the phonon into a random direction. The last assumption is needed for the absence of oscillating modes. If resistive scattering is by small angles, so that the angular moment of order $l$ decays at the rate $\gamma_R\,l(l+1)/2$, the conductivity is unchanged, but at $K=5$ there is an isolated mode with $p=-1.33\pm3.41\,i$ without any normal scattering. In a real crystal the rates vary with phonon frequency, so a single pair of times is an approximation there, and the numerical factors above should not be carried over. The conductivity then depends on normal scattering as well: it contains the heat-capacity average of $1/\gamma_R$ when $\gamma_N=0$, and the inverse of the average of $\gamma_R$ when $\gamma_N$ is large. The numerical check checks the formulas against direct solutions of (1).

## Calculated quantities

```
INPUT
hbar*v = 0.03 eV angstrom
resistive rate = 1.0e-07 eV (both solids)
normal rate = 1.0e-05 eV (normal solid), 0 (resistive solid)
mean free path v/g_res = 3e+05 angstrom
mean free path v/g_nor = 3000 angstrom
RESISTIVE SCATTERING ONLY, K = v k/g_res, lambda in units of g_res
K=0.5: exact -0.0848, Fourier -0.0833, Cattaneo -0.0918 +- 0.0000 i
K=1.0: exact -0.3579, Fourier -0.3333, Cattaneo -0.5000 +- 0.2887 i
K=1.4: exact -0.7585, Fourier -0.6533, Cattaneo -0.5000 +- 0.6351 i
last K with a mode, pi/2 = 1.5708
Cattaneo oscillates above K = 0.8660
error at K=0.1: Fourier 2.224e-06, Cattaneo -8.961e-06
error at K=0.1 with viscous term: -6.811e-09
error ratio Cattaneo/Fourier = -4.029
grating K=200, kvt=4.4934: kinetic -0.2135, free streaming -0.2124
DIFFUSIVE LIMIT, decay rate / (v^2 k^2/(3 g_res)) at v k = 0.05 g_res
normal solid 1.00083, resistive solid 1.00017
WINDOW OF THE NORMAL SOLID
best omega: formula 1.1180e-06 eV, scan 1.1517e-06 eV
best omega/(2 pi) by formula = 0.2703 GHz
least damping/omega: formula 0.0894, scan 0.0888
damping/omega at v k/sqrt3 = g_res: 0.5835
damping/omega at v k/sqrt3 = g_nor: 0.2341
second-sound speed v/sqrt3 = 2631.4 m/s
sound speed v = 4557.8 m/s
MODES AT THE BEST WAVE NUMBER
k = 6.4550e-05 1/angstrom
v k/(g_res+g_nor) = 0.1917, v k/g_res = 19.365
normal solid: omega 1.1190e-06 eV, damping 9.9417e-08 eV
damping by formula 9.9505e-08 eV
Cattaneo, both solids: omega 1.1169e-06 eV, damping 5.0000e-08 eV
resistive solid: isolated modes = 0
HEAT PULSE
initial width 30000 angstrom, v t = 200000 angstrom
g_res t = 0.6667, v t/sqrt3 = 115470 angstrom
peak (grid 500 angstrom): normal 111000, resistive 0, Cattaneo 112500 angstrom
normal: density at x=0 1.259e-06, at x=115500 angstrom 4.999e-06 1/angstrom
resistive: density at x=0 3.060e-06, at x=115500 angstrom 2.451e-06 1/angstrom
Cattaneo: density at x=0 1.241e-06, at x=115500 angstrom 5.372e-06 1/angstrom
relative distance from Cattaneo: normal 0.057, resistive 0.541
rms width: normal 108190, resistive 108190, Cattaneo 108190 angstrom
rms width by formula 108190 angstrom
```
